# Oscillator brackets for any mass ratio from a pseudospin rotation

## One quantum shared by two particles

Two particles of masses $m_1,m_2$ move in harmonic wells of the same frequency $\omega$. Measure each position in its own oscillator length, $\mathbf x_i=\sqrt{m_i\omega/\hbar}\,\mathbf r_i$. With $M=m_1+m_2$ and $\mu=m_1m_2/M$, define the scaled centre-of-mass and relative coordinates
$$\mathbf X=\sqrt{\frac{M\omega}{\hbar}}\,\frac{m_1\mathbf r_1+m_2\mathbf r_2}{M},\qquad \mathbf x=\sqrt{\frac{\mu\omega}{\hbar}}\,(\mathbf r_2-\mathbf r_1).$$
Substituting $\mathbf r_i=\sqrt{\hbar/(m_i\omega)}\,\mathbf x_i$ gives the coefficients $\sqrt{m_i/M}$ in $\mathbf X$, and $\sqrt{\mu/m_2}=\sqrt{m_1/M}$, $-\sqrt{\mu/m_1}=-\sqrt{m_2/M}$ in $\mathbf x$. Hence
$$\mathbf X=c\,\mathbf x_1+s\,\mathbf x_2,\qquad \mathbf x=-s\,\mathbf x_1+c\,\mathbf x_2,$$
where $c=\cos\beta$, $s=\sin\beta$ and $\tan\beta=\sqrt{m_2/m_1}$. This is a rotation, and gradients rotate in the same way. The creation operators $\mathbf a^\dagger=(\mathbf x-\nabla)/\sqrt2$ therefore obey
$$\mathbf A_c^\dagger=c\,\mathbf a_1^\dagger+s\,\mathbf a_2^\dagger,\qquad \mathbf A_r^\dagger=-s\,\mathbf a_1^\dagger+c\,\mathbf a_2^\dagger .$$

With one quantum in total there are two states for each direction: particle 1 excited or particle 2 excited. In that order, the columns of
$$U=\begin{pmatrix}c&-s\\ s&c\end{pmatrix}$$
are the states with the quantum in the centre of mass and in the relative motion. These entries are the simplest oscillator brackets. The quantum of centre-of-mass motion belongs to particle 1 with probability $m_1/M$.

For more quanta, let $|n_1l_1,n_2l_2;L\rangle$ be a product of oscillator states coupled in the order (1,2), and let $|N_cL_c,nl;L\rangle_J$ be the same construction in the order (centre of mass, relative). Radial functions are positive near the origin and spherical harmonics have the Condon–Shortley phase. The required brackets are
$$B_\beta(n_1l_1n_2l_2;N_cL_cnl)=\langle n_1l_1,n_2l_2;L|N_cL_c,nl;L\rangle_J .$$
The rotation preserves both $x_1^2+x_2^2=X^2+x^2$ and the sum of the two Laplacians, so the total oscillator energy is the same in both descriptions. A bracket thus vanishes unless
$$N=2n_1+l_1+2n_2+l_2=2N_c+L_c+2n+l .$$

## What goes wrong with direct overlaps

The definition suggests evaluating a six-dimensional integral for each bracket. The common Gaussian factor leaves a polynomial of degree at most $2N$ in each Cartesian variable. Gauss–Hermite quadrature with $N+1$ nodes per variable integrates it without discretization error, but needs $(N+1)^6$ points: $46\,656$ for $N=5$ and about $2.4\times10^7$ for $N=16$. A new mass ratio requires new integrals. Orthogonality, which should express the rotation, appears only as the outcome of many separate sums.

The one-quantum case suggests a remedy. There $U=\exp(-\beta G)$ with
$$G=\begin{pmatrix}0&1\\-1&0\end{pmatrix},$$
so the mass ratio enters through one angle multiplying a fixed matrix. The operator with this matrix is
$$G=\mathbf a_1^\dagger\!\cdot\mathbf a_2-\mathbf a_2^\dagger\!\cdot\mathbf a_1 .$$
To see that it serves for any number of quanta, use $[a_j,a_k^\dagger]=\delta_{jk}$ for each particle:
$$[G,\mathbf a_1^\dagger]=-\mathbf a_2^\dagger,\qquad [G,\mathbf a_2^\dagger]=\mathbf a_1^\dagger .$$
For $U=e^{-\beta G}$ this gives
$$\frac{d}{d\beta}\,U\mathbf a_1^\dagger U^{-1}=-U[G,\mathbf a_1^\dagger]U^{-1}=U\mathbf a_2^\dagger U^{-1},\qquad \frac{d}{d\beta}\,U\mathbf a_2^\dagger U^{-1}=-U\mathbf a_1^\dagger U^{-1}.$$
The solution with the correct values at $\beta=0$ is $U\mathbf a_1^\dagger U^{-1}=\mathbf A_c^\dagger$, $U\mathbf a_2^\dagger U^{-1}=\mathbf A_r^\dagger$. Moreover $G|0\rangle=0$, so $U|0\rangle=|0\rangle$, and the two descriptions share this vacuum.

A coupled particle state is a polynomial $P(\mathbf a_1^\dagger,\mathbf a_2^\dagger)|0\rangle$. The Jacobi state with the same labels is $P(\mathbf A_c^\dagger,\mathbf A_r^\dagger)|0\rangle=UP(\mathbf a_1^\dagger,\mathbf a_2^\dagger)|0\rangle$. Hence
$$B_\beta(a;b)=\langle a|e^{-\beta G}|b\rangle .$$
On the right both $a$ and $b$ label particle-basis states. Since $G$ is a rotational scalar and moves one quantum from one oscillator to the other, it acts within a block of fixed $N$ and $L$.

The common frequency is essential. With separate frequencies in the definitions of $\mathbf x_1,\mathbf x_2$, the scalar product of the coefficient rows of $\mathbf X$ and $\mathbf x$ is proportional to $1/\omega_2-1/\omega_1$. The transformation is then not a rotation, and this exponential does not describe it.

## Building the generator

The matrix of $K=\mathbf a_1^\dagger\cdot\mathbf a_2$ follows from the action of one creation operator on $R_{nl}Y_{lm}$. From $2\nabla=[\nabla^2,\mathbf r]$, the radial part of $\nabla$ between $l$ and $l'$, multiplying the angular element of $\hat{\mathbf r}$, is
$$\frac{d}{dr}+\frac1r\left[1+\frac{l(l+1)-l'(l'+1)}2\right]
=\begin{cases}d/dr-l/r,&l'=l+1,\\ d/dr+(l+1)/r,&l'=l-1.\end{cases}$$
Here $r$ is the scaled radius. Write $t=r^2$, $\alpha=l+\tfrac12$ and
$$R_{nl}=\mathcal N_{nl}\,r^lL_n^\alpha(t)e^{-t/2},\qquad \mathcal N_{nl}^2=\frac{2\,n!}{\Gamma(n+l+3/2)} .$$

For $l'=l+1$, differentiation and $L_n^\alpha-dL_n^\alpha/dt=L_n^{\alpha+1}$ give
$$\frac1{\sqrt2}\left(r-\frac d{dr}+\frac lr\right)R_{nl}=\sqrt2\,\mathcal N_{nl}\,r^{l+1}L_n^{\alpha+1}e^{-t/2}=\sqrt{2n+2l+3}\,R_{n,l+1}.$$
For $l'=l-1$, the identity $t\,dL_n^\alpha/dt+(\alpha-t)L_n^\alpha=(n+1)L_{n+1}^{\alpha-1}$ gives
$$\frac1{\sqrt2}\left(r-\frac d{dr}-\frac{l+1}r\right)R_{nl}=-\sqrt2\,(n+1)\mathcal N_{nl}\,r^{l-1}L_{n+1}^{\alpha-1}e^{-t/2}=-\sqrt{2n+2}\,R_{n+1,l-1}.$$
The last steps use the ratios of the normalization constants.

Reduced elements are defined by
$$\langle l'm'|T_q|lm\rangle=(-1)^{l'-m'}\begin{pmatrix}l'&1&l\\-m'&q&m\end{pmatrix}\langle l'\|T\|l\rangle .$$
In this convention the unit vector has $\langle l+1\|\hat r\|l\rangle=\sqrt{l+1}$ and $\langle l-1\|\hat r\|l\rangle=-\sqrt l$. The two minus signs in the second case cancel:
$$\langle n,l+1\|a^\dagger\|n,l\rangle=\sqrt{(l+1)(2n+2l+3)},\qquad
\langle n+1,l-1\|a^\dagger\|n,l\rangle=\sqrt{l(2n+2)} .$$

The spherical components of $\mathbf a$ are $a_q=(-1)^q(a^\dagger_{-q})^\dagger$. Taking the adjoint of the defining equation and reordering the $3j$ symbol leaves the factor $(-1)^{l'-l}=-1$, so $\langle l\|a\|l'\rangle=-\langle l'\|a^\dagger\|l\rangle$.

For a scalar product of vector operators acting on different particles, the standard recoupling formula has the phase $(-1)^{l_1+l_2'+L}$, where primes mark the final state. Because $l_2'=l_2\pm1$, the adjoint's minus sign changes this to $(-1)^{l_1+l_2+L}$:
$$K_{1'2',12}=(-1)^{l_1+l_2+L}\begin{Bmatrix}l_1'&l_2'&L\\l_2&l_1&1\end{Bmatrix}\langle1'\|a^\dagger\|1\rangle\langle2\|a^\dagger\|2'\rangle .$$
Here $1$ stands for $n_1l_1$, and so on. Each column has at most four nonzero entries, and $G=K-K^T$ is real and antisymmetric.

## Why a truncated series is a poor exponential

Stopping the exponential series after its linear term already fails for one quantum, where $G^2=-1$:
$$(1-\beta G)^T(1-\beta G)=1-\beta^2G^2=1+\beta^2 .$$
Probability is not conserved. The series does converge, but when $\beta$ times an eigenvalue is large its terms grow before they shrink, and the number needed grows with $\beta$ times the largest eigenvalue of $G$ in magnitude. Those eigenvalues can be found in advance. The oscillator commutators give
$$[K,K^T]=\mathbf a_1^\dagger\!\cdot\mathbf a_1-\mathbf a_2^\dagger\!\cdot\mathbf a_2=N_1-N_2,$$
where $N_i$ counts the quanta of particle $i$. Thus $J_+=K$, $J_-=K^T$ and $J_z=(N_1-N_2)/2$ form an angular-momentum algebra. This pseudospin describes which oscillator holds the quanta, not a rotation in space. Since $J_y=(J_+-J_-)/(2i)$,
$$G=2iJ_y,\qquad U=e^{-2i\beta J_y}.$$

A quarter turn in pseudospin space carries $J_z$ into $\pm J_y$ without leaving the block, so $iG=-2J_y$ has the spectrum of $N_1-N_2$. Its eigenvalues are integers $k$ with $|k|\le N$ and the parity of $N$. Each occurs as often as there are block states with $N_1-N_2=k$.

One Hermitian diagonalization, $iG=V\,\mathrm{diag}(k)\,V^\dagger$, consequently serves every mass ratio:
$$U(\beta)=V\,\mathrm{diag}(e^{ik\beta})\,V^\dagger .$$
Computed eigenvalues are replaced by their nearest integers, which removes their rounding error from the phases. Degeneracy is harmless: eigenvectors of equal $k$ may be mixed by any unitary matrix, but they carry equal phases, so their total contribution is unchanged. Every bracket is a finite sum of terms $e^{ik\beta}$.

## A block of three states

For $N=2$, $L=0$, order the states $(n_1l_1n_2l_2)$ as $(0010)$, $(0101)$, $(1000)$. The element of $K$ from the second to the third has phase $+1$, $6j$ symbol $1/\sqrt3$ and reduced elements $\sqrt2$ and $\sqrt3$. Its value is $\sqrt2=1.4142$. The element from the first to the second is also $\sqrt2$. These are the two raising elements of a pseudospin 1, and
$$G=\sqrt2\begin{pmatrix}0&-1&0\\1&0&-1\\0&1&0\end{pmatrix},\qquad G^2=2\begin{pmatrix}-1&0&1\\0&-2&0\\1&0&-1\end{pmatrix}.$$
The eigenvalues $-2,0,2$ of $iG$ imply $G^3=-4G$. The exponential series then separates into odd and even powers:
$$U=1-\tfrac12\sin2\beta\,G+\tfrac14(1-\cos2\beta)\,G^2$$
$$=\begin{pmatrix}c^2&\sin2\beta/\sqrt2&s^2\\-\sin2\beta/\sqrt2&\cos2\beta&\sin2\beta/\sqrt2\\s^2&-\sin2\beta/\sqrt2&c^2\end{pmatrix}.$$

Take model masses $m_1=1$, $m_2=3$, so $\beta=60^\circ$. The first row is $0.2500,\,0.6124,\,0.7500$. Its squares, $0.0625+0.3750+0.5625$, add to 1. The middle element is $\cos120^\circ=-0.5000$.

At equal masses the middle row becomes $-0.7071,\,0,\,0.7071$. Two particles in $0p$ states coupled to $L=0$ form a spatially symmetric state. Exchange reverses $\mathbf x$, so odd relative $l$ is forbidden; hence the zero. At unequal masses, exchanging the particle coordinates no longer leaves the centre of mass fixed, and the zero disappears.

This block also shows why orthogonality is an insufficient check. Suppose $(1000)$ is discarded to save space. The remaining $2\times2$ generator is still antisymmetric and its exponential is still orthogonal, but the first bracket becomes
$$\cos(\sqrt2\,\beta)=1-\beta^2+\tfrac16\beta^4+\dots\quad\text{instead of}\quad \cos^2\beta=1-\beta^2+\tfrac13\beta^4+\dots .$$
The eigenvalues $\pm\sqrt2$ reveal the damage. The full block must be kept when $G$ is exponentiated; any selection of states comes afterwards. A wrong basis phase is harder to detect: it preserves both orthogonality and spectrum. Comparison with overlaps of the stated wavefunctions is therefore needed as well.

## Symmetry relations and their signs

Orthogonality follows from $G^T=-G$, since $U^TU=e^{\beta G}e^{-\beta G}=1$. The remaining relations come from two operations.

First, $(-1)^{N_2}=(-1)^{l_2}$ changes sign whenever $G$ moves a quantum. Conjugation with it turns $G$ into $-G$ and $U$ into $U^T$, so
$$B_\beta(n_1l_1n_2l_2;N_cL_cnl)=(-1)^{l_2+l}B_\beta(N_cL_cnl;n_1l_1n_2l_2).$$

Second, consider $\beta=\pi/2$. This is a quarter turn in the $(\mathbf x_1,\mathbf x_2)$ plane, which is the sense of "quarter turn" from here on; in pseudospin space it is a half turn, sending $J_z$ to $-J_z$. The operators change as $\mathbf a_1^\dagger\to\mathbf a_2^\dagger$, $\mathbf a_2^\dagger\to-\mathbf a_1^\dagger$. The minus sign gives $(-1)^{l_2}$, and restoring the coupling order gives $(-1)^{l_1+l_2-L}$. Together,
$$U(\pi/2)|n_1l_1,n_2l_2;L\rangle=(-1)^{l_1-L}|n_2l_2,n_1l_1;L\rangle .$$

Interchanging the masses replaces $\beta$ by $\pi/2-\beta$. Write $U(\pi/2-\beta)=U(\pi/2)U(-\beta)$ and take its element with the particle labels swapped. The quarter turn contributes $(-1)^{l_1-L}$, and reversing $\beta$ contributes $(-1)^{l_2+l}$. Since $l_1+l_2$ and $L_c+l$ both have the parity of $N$, the product is $(-1)^{L_c-L}$:
$$B_\beta(n_1l_1n_2l_2;N_cL_cnl)=(-1)^{L_c-L}B_{\pi/2-\beta}(n_2l_2n_1l_1;N_cL_cnl).$$
At equal masses both sides belong to the same table.

If the relative vector is defined as $\mathbf r_1-\mathbf r_2$, the relative function gains its parity and every bracket is multiplied by $(-1)^l$. Mixing tables with different conventions spoils interference between even and odd $l$, although individual probabilities look correct.

## A block containing several pseudospins

For $N=4$, $L=2$ there are nine states. The eigenvalues of $iG$ are $-4,-2,-2,0,0,0,2,2,4$. Removing the ladder $-4,-2,0,2,4$ leaves $-2,0,2$ and then $0$, so the block contains pseudospins 2, 1 and 0. A single pseudospin rotation matrix would not suffice; diagonalizing $iG$ treats all three together. Eigenvectors with equal $k$ may mix different pseudospins, but this does not affect $U$.

At $\beta=60^\circ$, the particle state $(0202)$, with both particles in $0d$, has these components:

| $(N_cL_cnl)$ | bracket | probability |
|---|---:|---:|
| $(0012)$ | $0.2165$ | $0.0469$ |
| $(0111)$ | $0.2092$ | $0.0438$ |
| $(0103)$ | $0.1369$ | $0.0188$ |
| $(1002)$ | $-0.3307$ | $0.1094$ |
| $(0210)$ | $-0.3307$ | $0.1094$ |
| $(0202)$ | $0.7500$ | $0.5625$ |
| $(1101)$ | $-0.2092$ | $0.0438$ |
| $(0301)$ | $-0.1369$ | $0.0188$ |
| $(1200)$ | $0.2165$ | $0.0469$ |

The paired magnitudes have a definite origin. $U(\beta)$ commutes with $U(\pi/2)$. Applying the quarter turn to both sides of a bracket swaps both pairs of labels and gives the factor $(-1)^{l_1+L_c}$. The chosen particle state is unchanged by its swap and has $l_1=2$, so paired entries differ by $(-1)^{L_c}$, as the table shows.

The relative quanta provide another check. From the definition of $\mathbf A_r$,
$$\mathbf A_r^\dagger\!\cdot\mathbf A_r=s^2N_1+c^2N_2-sc(K+K^T).$$
The last term changes $N_1$ and has no diagonal element in a particle state. Therefore
$$\sum_{N_cL_cnl}(2n+l)\,B_\beta^2=s^2N_1+c^2N_2 .$$
Here $N_1=N_2=2$, so the mean must be 2 at every mass ratio. Grouping the table by 4, 3, 2 and 1 relative quanta gives
$$4(0.0469)+3(0.0625)+2(0.7813)+1(0.0625)=2.00 .$$

Odd relative $l$ has total probability $0.125$; it would vanish at equal masses, because this particle state is symmetric under exchange. For a central interaction $V(r)$, the centre-of-mass labels and $l$ are conserved, and fixed $N$ then fixes $n$. Its expectation value in a particle state is thus $\sum B_\beta^2\langle nl|V|nl\rangle$, without interference. Elements between different particle states do require the signs.

## Limits and numerical control

When particle 2 is very light, $\beta\approx\sqrt{m_2/m_1}$ and $U\approx1-\beta G$. The heavy particle carries the centre-of-mass motion and the light one the relative motion. Amplitudes for moving one quantum vanish only as the square root of the mass ratio. Since the eigenvalues of $iG$ reach at most $N$ in magnitude, $N\beta\ll1$ is sufficient for the linear form to be accurate; small $\beta$ alone is not.

A second limit has $L=N$. Then $l_1+l_2\le N$ forces $n_1=n_2=0$ and $l_1+l_2=N$. At maximum projection the particle states are $(a_{1+}^\dagger)^{l_1}(a_{2+}^\dagger)^{l_2}|0\rangle/\sqrt{l_1!\,l_2!}$. Expanding $(c\,a_{1+}^\dagger+s\,a_{2+}^\dagger)^N|0\rangle/\sqrt{N!}$ gives
$$B_\beta(0l_10l_2;0N00)=\sqrt{\binom N{l_1}}\;c^{l_1}s^{l_2}.$$
Its square is a binomial distribution: each centre-of-mass quantum belongs to particle $i$ with probability $m_i/M$.

The numerical output reports tests of these statements. All blocks with $N=1$ to $5$ at masses $1$ and $3$, and those with $N=4$ again at masses $5$ and $2$, give 775 comparisons with six-dimensional overlaps. The largest absolute difference is $2.8\times10^{-15}$. This comparison fixes the phases as well as the magnitudes. The commutator, integer spectrum, orthogonality, symmetries and sum rule hold in all 61 nonempty blocks through $N=10$ (the mass-dependent relations tested at masses $1$ and $0.37$), with absolute errors no larger than $1.4\times10^{-14}$. For $N=16$, $L=4$, the matrix has dimension 140, and the spectral formula agrees with a separate matrix exponential to $1.5\times10^{-15}$. The binomial law is tested at $N=L=20$.

The resulting procedure is short: enumerate a complete block, build $K$, diagonalize $i(K-K^T)$ once, round the eigenvalues to integers, and insert the phases for each required mass ratio.

## Computed results

```
masses m1, m2 (model units): 1.0, 3.0
rotation angle beta: 60.0000 degrees
N=2 L=0 states (n1 l1 n2 l2): (0, 0, 1, 0) (0, 1, 0, 1) (1, 0, 0, 0)
K row (0, 0, 1, 0): 0.000000 0.000000 0.000000
K row (0, 1, 0, 1): 1.414214 0.000000 0.000000
K row (1, 0, 0, 0): 0.000000 1.414214 0.000000
eigenvalues of iG, N=2 L=0: -2 0 2
bracket row (0, 0, 1, 0): 0.250000 0.612372 0.750000
bracket row (0, 1, 0, 1): -0.612372 -0.500000 0.612372
bracket row (1, 0, 0, 0): 0.750000 -0.612372 0.250000
equal masses, row (0, 1, 0, 1): -0.707107 0.000000 0.707107
N=4 L=2 block dimension: 9
eigenvalues of iG, N=4 L=2: -4 -2 -2 0 0 0 2 2 4
row (0, 2, 0, 2): (Nc Lc n l), bracket, probability
  (0, 0, 1, 2)  +0.21650635  0.04687500
  (0, 1, 1, 1)  +0.20916501  0.04375000
  (0, 1, 0, 3)  +0.13693064  0.01875000
  (1, 0, 0, 2)  -0.33071891  0.10937500
  (0, 2, 1, 0)  -0.33071891  0.10937500
  (0, 2, 0, 2)  +0.75000000  0.56250000
  (1, 1, 0, 1)  -0.20916501  0.04375000
  (0, 3, 0, 1)  -0.13693064  0.01875000
  (1, 2, 0, 0)  +0.21650635  0.04687500
sum of probabilities: 1.00000000
mean relative quanta: 2.00000000
brackets compared with 6D overlaps: 775
largest 6D overlap difference: 2.8e-15
blocks tested up to N=10: 61, largest size 50
largest error, commutator: 1.4e-14
largest error, integer spectrum: 1.4e-14
largest error, orthogonality: 2.4e-15
largest error, transposition: 1.4e-15
largest error, quarter turn: 1.8e-15
largest error, mass exchange: 1.7e-15
largest error, sum rule: 1.1e-14
N=16 L=4 dimension: 140
spectral form minus matrix exponential: 1.5e-15
stretched block N=L=20, error: 4.9e-16
```
